# Vacancy correlation factor of the square lattice from its Green function

## The problem

An infinite square lattice is filled with identical atoms, except for one vacant site. One atom, the tracer, carries a label but behaves like all the others. At each step the vacancy exchanges places with one of its four nearest neighbours, each chosen with probability $1/4$. Lengths are measured in units of the jump length, and $\hat x,\hat y$ are the unit lattice vectors.

Let $\mathbf R_n$ be the displacement of the tracer after $n$ of its own jumps. The correlation factor is

$$f=\lim_{n\to\infty}\frac{\langle R_n^2\rangle}{n}.$$

For a tracer whose jumps are independent, with all four directions equally likely, $f$ would be 1.

(a) Express $f$ through the mean cosine $c$ of the angle between two successive tracer jumps.

(b) Express $c$ through the lattice Green function of the vacancy walk.

(c) Evaluate the Green function and show that $f=1/(\pi-1)$.

(d) For a jump length of 0.25 nm, find the root-mean-square tracer displacement after 100 tracer jumps.

## Hints

1. Just after a tracer jump, the vacancy occupies the site that the tracer has left. What else of the past can influence the next jump?
2. Let $h(\mathbf r)$ be the mean $x$ component of the next tracer jump when the vacancy is at $\mathbf r$ relative to the tracer. Relate $h(\mathbf r)$ to its values at the neighbouring sites. Its oddness in $x$ lets you extend the equation to the tracer site.
3. The Green function itself diverges in two dimensions. Work with the difference $a(\mathbf r)=G(0)-G(\mathbf r)$.
4. In the integral for $a(2,0)$, integrate over $k_y$ first, then use $u=\cos k_x$ as variable.

## Solution

### (a) From displacement to one cosine

Write $\mathbf R_n=\sum_i\mathbf d_i$ with unit jump vectors $\mathbf d_i$. After jump $i$ the vacancy is at $-\mathbf d_i$ relative to the tracer. Since all other atoms are alike, this position is all that the future depends on. Reflection in the line of the jump leaves it unchanged, so the next jump has no mean transverse component:

$$E[\mathbf d_{i+1}\,|\,\mathbf d_1,\dots,\mathbf d_i]=c\,\mathbf d_i .$$

Applying this rule $j$ times gives $\langle\mathbf d_i\cdot\mathbf d_{i+j}\rangle=c^j$. There are $n-j$ pairs of jumps with separation $j$, hence

$$\frac{\langle R_n^2\rangle}{n}=1+2\sum_{j=1}^{n-1}\Big(1-\frac jn\Big)c^j .$$

The two sums needed are

$$\sum_{j=1}^{n-1}c^j=\frac{c-c^n}{1-c},\qquad
\sum_{j=1}^{n-1}jc^j=\frac{c-nc^n+(n-1)c^{n+1}}{(1-c)^2}.$$

Over the common denominator $n(1-c)^2$, the first sum minus $1/n$ times the second has the numerator

$$n(c-c^n)(1-c)-c+nc^n-(n-1)c^{n+1}=nc(1-c)-c(1-c^n).$$

Therefore

$$\frac{\langle R_n^2\rangle}{n}=\frac{1+c}{1-c}-\frac{2c(1-c^n)}{n(1-c)^2}.$$

From its position behind the tracer the vacancy can reach each of the tracer's four neighbours without crossing the tracer site. All four next jumps thus have positive probability, so $|c|<1$. The last term vanishes for large $n$, and

$$f=\frac{1+c}{1-c}.$$

A one-dimensional chain shows the opposite extreme. There the vacancy cannot pass the tracer, so each jump reverses the previous one and $c=-1$. The finite-$n$ formula gives $\langle R_n^2\rangle=1$ for odd $n$ and 0 for even $n$, so $f=0$.

### (b) The boundary problem and its Green function

Suppose the vacancy is at $\mathbf r\neq0$ relative to the tracer. If it steps to another ordinary site, the expectation continues from there. If it steps onto the tracer site, the tracer moves to $\mathbf r$, and its jump has $x$ component $r_x$. Let $P$ denote the average over the four neighbours:

$$(Ph)(\mathbf r)=\tfrac14\big[h(\mathbf r+\hat x)+h(\mathbf r-\hat x)+h(\mathbf r+\hat y)+h(\mathbf r-\hat y)\big].$$

Setting $h(0)=0$ removes the tracer site from this average, and the exchange appears as a source:

$$(1-P)h(\mathbf r)=\tfrac14\big(\delta_{\mathbf r,\hat x}-\delta_{\mathbf r,-\hat x}\big).$$

So far this holds for $\mathbf r\neq0$. Because $h$ is odd in $x$, $h(\hat x)+h(-\hat x)=0$ and $h(\pm\hat y)=0$. Both sides therefore vanish at $\mathbf r=0$ as well, and the equation holds on the whole lattice. The absorbing site has been replaced by two sources of opposite sign.

On a plane wave $e^{i\mathbf k\cdot\mathbf r}$, $P$ acts as multiplication by $\lambda(\mathbf k)=(\cos k_x+\cos k_y)/2$. The Green function with $(1-P)G=\delta_{\mathbf r,0}$ would be the integral of $\cos(\mathbf k\cdot\mathbf r)/(1-\lambda)$. Near $k=0$, $1-\lambda\approx k^2/4$, and the integral diverges logarithmically. At $\mathbf r=0$ it counts the expected visits of a free walk to its starting site. An infinite count means that return is certain, so a next tracer jump always occurs and $h$ is well defined.

The difference $a(\mathbf r)=G(0)-G(\mathbf r)$ is finite:

$$a(\mathbf r)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{(2\pi)^2}\,
\frac{1-\cos(\mathbf k\cdot\mathbf r)}{1-\lambda(\mathbf k)} .$$

Since $(1-P)[1-\cos(\mathbf k\cdot\mathbf r)]=-(1-\lambda)\cos(\mathbf k\cdot\mathbf r)$, the denominator cancels and

$$(1-P)a(\mathbf r)=-\delta_{\mathbf r,0}.$$

With this sign, the solution for the two sources is

$$h(\mathbf r)=\tfrac14\big[a(\mathbf r+\hat x)-a(\mathbf r-\hat x)\big].$$

It must be shown that this is the required solution and not one differing by a solution of the source-free equation. In integral form the bracket contains $2\sin(\mathbf k\cdot\mathbf r)\sin k_x/(1-\lambda)$. Its magnitude is at most $2|\sin k_x|/(1-\lambda)$, which grows no faster than $1/k$ near the origin and is integrable in two dimensions. The expression is thus bounded for all $\mathbf r$, as is the mean jump component. A bounded function with $(1-P)g=0$ on the whole lattice is constant, and oddness makes the constant zero.

A tracer jump along $+\hat x$ leaves the vacancy at $-\hat x$. With $a(0)=0$ and $a(-\mathbf r)=a(\mathbf r)$,

$$c=h(-\hat x)=\tfrac14\big[a(0)-a(-2\hat x)\big]=-\tfrac14a(2,0).$$

### (c) Evaluation

Put $A=2-\cos k_x$, so that $1-\lambda=(A-\cos k_y)/2$. The substitution $t=\tan(k_y/2)$ gives

$$\int_{-\pi}^{\pi}\frac{dk_y}{2\pi}\frac1{A-\cos k_y}
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{(A-1)+(A+1)t^2}
=\frac1{\sqrt{A^2-1}} .$$

With $u=\cos k_x$ we have $A^2-1=(1-u)(3-u)$ and $1-\cos2k_x=2\sin^2k_x=2(1-u)(1+u)$. The integrand is even in $k_x$, so

$$a(2,0)=2\cdot\frac{2}{2\pi}\int_0^\pi\frac{2(1-u)(1+u)}{\sqrt{(1-u)(3-u)}}\,dk_x
=\frac4\pi\int_0^\pi\frac{(1+u)\sqrt{1-u}}{\sqrt{3-u}}\,dk_x .$$

Here one factor 2 comes from $1/(1-\lambda)=2/(A-\cos k_y)$ and the other from halving the range. Using $dk_x=-du/\sqrt{(1-u)(1+u)}$ and reversing the limits,

$$a(2,0)=\frac4\pi\int_{-1}^{1}\sqrt{\frac{1+u}{3-u}}\,du .$$

Now set $u=1+2\sin\varphi$, with $\varphi$ running from $-\pi/2$ to 0. Then $du=2\cos\varphi\,d\varphi$, and the square root becomes

$$\sqrt{\frac{1+\sin\varphi}{1-\sin\varphi}}=\frac{1+\sin\varphi}{\cos\varphi}.$$

The cosines cancel:

$$a(2,0)=\frac8\pi\int_{-\pi/2}^0(1+\sin\varphi)\,d\varphi
=\frac8\pi\Big(\frac\pi2-1\Big)=4-\frac8\pi .$$

**A second route** starts on the diagonal. Let $p=(k_x+k_y)/2$ and $q=(k_x-k_y)/2$. Then $\lambda=\cos p\cos q$, and for $\mathbf r=(1,1)$ the phase is $2p$. The square $-\pi<p,q<\pi$ covers the original zone twice, so the average over one equals the average over the other. The inner integral above, with $A=1/|\cos p|$, gives $1/|\sin p|$ for the $q$ average of $1/(1-\cos p\cos q)$; a negative $\cos p$ is absorbed by shifting $q$ by $\pi$. Hence

$$a(1,1)=\int_{-\pi}^{\pi}\frac{dp}{2\pi}\frac{2\sin^2p}{|\sin p|}=\frac4\pi .$$

At the origin, $(1-P)a=-1$ gives $a(1,0)=1$. At $(1,0)$, $(1-P)a=0$ gives $4a(1,0)=a(2,0)+2a(1,1)$, since $a(0)=0$. This again yields $a(2,0)=4-8/\pi$. Direct quadrature of the double integral gives 1.45352, in agreement.

The mean cosine and the correlation factor follow:

$$c=-\Big(1-\frac2\pi\Big)\approx-0.3634,$$

$$f=\frac{1+c}{1-c}=\frac{2/\pi}{2-2/\pi}=\frac1{\pi-1}\approx0.467 .$$

The negative cosine expresses the tendency of the vacancy to undo its last exchange. An immediate reversal has probability $1/4$. If all later returns were without preferred direction, $c$ would be $-1/4$ and $f$ would be $0.75/1.25=0.6$. The difference from 0.467 measures the directional memory in longer excursions.

This value applies to a tracer with the same exchange probability as the host atoms. If its exchange probability differs, the equation for $h$ changes near the tracer and so does $c$. An attraction between vacancy and tracer matters for $c$ only through the relative probabilities of the vacancy's next steps. If it slows all steps out of the neighbouring sites by the same factor, the vacancy stays there longer but $c$ is unchanged. Encounters with other vacancies are also outside the calculation.

### (d) A finite number of jumps

For $n=100$, the finite-$n$ formula has a negligible $c^n$, and

$$\frac{\langle R_{100}^2\rangle}{100}\approx0.46694+\frac{2(0.36338)}{100(1.36338)^2}\approx0.47085 .$$

With the jump length of 0.25 nm,

$$R_{\rm rms}=0.25\ \text{nm}\times\sqrt{100\times0.47085}\approx1.72\ \text{nm}.$$

Independent jumps would give $0.25\ \text{nm}\times\sqrt{100}=2.50$ nm. Correlation thus reduces the root-mean-square displacement to 0.686 of its uncorrelated value.

The approach to the limit is seen in $\langle R_n^2\rangle/n$, which is 1 for one jump, 0.637 for two, 0.506 for ten and 0.471 for a hundred. The last value is still about 0.8% above $f$, relative to $f$, because the correction falls as $1/n$.

## Variation 1: where does the next jump go?

**Question.** After a tracer jump, find the probabilities $p_{\rm b}$ of a backward jump, $p_{\rm f}$ of a forward jump, and $p_{\rm s}$ of a jump to each side.

**Solution.** Let $g(\mathbf r)$ be the mean of $d_x^2-d_y^2$ for the next tracer jump. It changes sign when the axes are interchanged. Setting $g(0)=0$ is therefore again consistent with the equation at the origin, and

$$(1-P)g=\tfrac14\big(\delta_{\mathbf r,\hat x}+\delta_{\mathbf r,-\hat x}-\delta_{\mathbf r,\hat y}-\delta_{\mathbf r,-\hat y}\big).$$

The bounded solution with this symmetry is

$$g(\mathbf r)=-\tfrac14\big[a(\mathbf r-\hat x)+a(\mathbf r+\hat x)-a(\mathbf r-\hat y)-a(\mathbf r+\hat y)\big].$$

At $\mathbf r=-\hat x$ it gives

$$p_{\rm b}+p_{\rm f}-2p_{\rm s}=\frac{2a(1,1)-a(2,0)}4=\frac4\pi-1 .$$

Normalization requires $p_{\rm b}+p_{\rm f}+2p_{\rm s}=1$. Adding and subtracting these equations gives $p_{\rm b}+p_{\rm f}=2/\pi$ and $p_{\rm s}=1/2-1/\pi$. The mean cosine supplies $p_{\rm f}-p_{\rm b}=2/\pi-1$. Thus

$$p_{\rm b}=\frac12,\qquad p_{\rm f}=\frac2\pi-\frac12\approx0.137,\qquad p_{\rm s}=\frac12-\frac1\pi\approx0.182 .$$

Half of all tracer jumps are reversed by the next one. Immediate reversal accounts for $1/4$, and longer excursions supply the other $1/4$. A numerical solution of the vacancy walk, extrapolated from finite cells, reproduces all three probabilities to the six decimals printed in the numerical output.

## Variation 2: a finite periodic cell

**Question.** The lattice is replaced by a periodic cell of $L\times L$ sites with one tracer and one vacancy. How does $f$ change for large $L$?

**Solution.** The source equation for $h$ is unchanged. On a periodic cell, however, a single source needs a uniform background, so the Green function difference obeys

$$(1-P)a_L=-\delta_{\mathbf r,0}+\frac1{L^2}.$$

The backgrounds of the two opposite sources cancel in $h$, and $c_L=-a_L(2,0)/4$. The neighbour average of $r^2$ is $r^2+1$, so $(1-P)r^2=-1$. Near the tracer the background is therefore produced by

$$a_L(\mathbf r)\approx a(\mathbf r)-\frac{r^2}{L^2}.$$

What remains solves the source-free equation there and has the symmetry of the square. Its lowest non-constant polynomial is of fourth degree, which by scaling with the cell size gives a correction of order $L^{-4}$. With $r^2=4$,

$$c_L\approx c+\frac1{L^2}.$$

At $L=60$ the computed value of $L^2(c_L-c)$ is 1.0004. The cosine is less negative than on the infinite lattice, so $f$ is larger. For $L=8$ the estimate is $c_8\approx-0.3634+1/64\approx-0.3478$, hence $f\approx0.6522/1.3478\approx0.484$. The cell solved without this approximation also gives 0.484.

The small cell permits a test that does not use successive-jump cosines. In the steady state the vacancy is equally likely to be at any of the $L^2-1$ sites other than the tracer's. It is next to the tracer with probability $4/(L^2-1)$ and then exchanges with it with probability $1/4$. The mean number of tracer jumps per vacancy step is thus $1/(L^2-1)$.

Let $X$ be the $x$ displacement of the tracer, followed without folding it back into the cell. After many steps $t$, $\langle e^{ikX}\rangle$ decays as $\Lambda(k)^t$, where $\Lambda$ is the largest eigenvalue of the joint tracer–vacancy evolution. For small $k$, $\langle X^2\rangle\approx-2t\ln\Lambda/k^2$. Since $\langle R^2\rangle=2\langle X^2\rangle$, division by the number of tracer jumps gives

$$f_L\approx-\frac{4(L^2-1)\ln\Lambda(k)}{k^2}.$$

For $L=8$ this yields 0.48440, against 0.48441 from the cosine formula, which supports the relation found in part (a).

The mean number of vacancy steps between tracer jumps, $L^2-1$, grows without bound as the cell grows. This is why $f$ for one vacancy on the infinite lattice was defined per tracer jump and not per unit time.

## Table of computed values

```
a(1,0), quadrature (dimensionless): 1.00000000
a(1,1), quadrature (dimensionless): 1.27323954
a(1,1), closed form (dimensionless): 1.27323954
a(2,0), quadrature (dimensionless): 1.45352091
a(2,0), closed form (dimensionless): 1.45352091
cell edges for extrapolation (sites): 60, 120
p_back, vacancy walk (probability): 0.500000
p_back, closed form (probability): 0.500000
p_forward, vacancy walk (probability): 0.136620
p_forward, closed form (probability): 0.136620
p_side each, vacancy walk (probability): 0.181690
p_side each, closed form (probability): 0.181690
mean cosine c, vacancy walk (dimensionless): -0.363380
mean cosine c, closed form (dimensionless): -0.363380
f, vacancy walk (dimensionless): 0.466942
f = 1/(pi-1) (dimensionless): 0.466942
h(2,1), vacancy walk (dimensionless): 0.122066
h(2,1), Green function (dimensionless): 0.122066
L^2 (c_L - c) at L = 60 (dimensionless): 1.00042
small cell edge (sites): 8
small-cell f, from cosine (dimensionless): 0.48441
small-cell f, from evolution (dimensionless): 0.48440
<R_6^2>/6, path enumeration (jump length^2): 0.53196
<R_n^2>/n, formula, n = 1 (jump length^2): 1.00000
<R_n^2>/n, formula, n = 2 (jump length^2): 0.63662
<R_n^2>/n, formula, n = 6 (jump length^2): 0.53196
<R_n^2>/n, formula, n = 10 (jump length^2): 0.50604
<R_n^2>/n, formula, n = 100 (jump length^2): 0.47085
model jump length (nm): 0.25
number of tracer jumps: 100
rms displacement, vacancy mechanism (nm): 1.7155
rms displacement, uncorrelated walk (nm): 2.5000
ratio of rms displacements (dimensionless): 0.6862
```
